# Decay modes of acid evaporating from a baked resist film

## The physical situation

Exposure of a chemically amplified resist releases acid in the film. During the post-exposure bake this acid diffuses and catalyses the reaction that changes the solubility of the polymer. If the acid is volatile, some of it leaves through the free surface. The top of the film is then short of acid, and later develops differently from the material below.

Two processes act in series. Acid must diffuse to the surface, and it must then cross into the gas. We ask how fast the film loses acid when neither process can be ignored, and what concentration profile goes with that loss.

Let $z$ be the height above the substrate, so that the substrate is at $z=0$ and the free surface at $z=L$. The exposed area is broad and uniform, which makes the concentration $c(z,t)$ depend on height and time alone. The diffusivity $D$, the thickness $L$ and the surface velocity $h>0$ are constant. We begin with the simplest case: throughout the bake, acid is neither created nor consumed inside the film, and none returns from the gas.

## Balance equations

The upward flux of acid is $J=-D\,\partial c/\partial z$. The acid in a thin slice changes by what enters below minus what leaves above, so $\partial c/\partial t=-\partial J/\partial z$, or

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial z^2}.$$

Nothing crosses the substrate. At the surface, the flux arriving from inside equals the evaporating flux:

$$\left.\frac{\partial c}{\partial z}\right|_{0}=0,\qquad -D\left.\frac{\partial c}{\partial z}\right|_{L}=h\,c(L,t).$$

The minus sign makes the concentration fall towards the surface, as an outward flux requires. The velocity $h$ multiplies the concentration just inside the film. It therefore includes the partition of acid between film and gas, and any resistance in the gas.

Integrating the diffusion equation over the film gives the total balance

$$\frac{d}{dt}\int_0^L c\,dz=D\left[\frac{\partial c}{\partial z}\right]_0^L=-h\,c(L,t).$$

The loss rate is thus set by the surface concentration, not by the mean concentration.

## Decay rates are real and positive

A mode keeps its shape while it decays: $c=\varphi(z)e^{-\lambda t}$. Substitution gives

$$-D\varphi''=\lambda\varphi,\qquad \varphi'(0)=0,\qquad -D\varphi'(L)=h\varphi(L).$$

We must not assume that $\lambda$ is real. Multiply by the complex conjugate $\varphi^*$ and integrate by parts:

$$\lambda\int_0^L|\varphi|^2dz=-D\left[\varphi^*\varphi'\right]_0^L+D\int_0^L|\varphi'|^2dz.$$

The boundary term vanishes at $z=0$. At $z=L$ it equals $-D\varphi^*(L)\varphi'(L)=h|\varphi(L)|^2$. Hence

$$\lambda\int_0^L|\varphi|^2dz=h|\varphi(L)|^2+D\int_0^L|\varphi'|^2dz.$$

The right side is real and not negative, so $\lambda$ is too. It could vanish only if $\varphi'=0$ everywhere and $\varphi(L)=0$, which means $\varphi=0$ and no mode at all. Every mode therefore decays, without oscillation in time.

## The mode condition

Since $\lambda>0$, write $\lambda=Dq^2$ with $q>0$. Then $\varphi''=-q^2\varphi$, whose general solution is $\varphi=a\cos qz+b\sin qz$. At the substrate $\varphi'(0)=bq=0$, so $b=0$. Taking $a=1$, we have $\varphi=\cos qz$ and $\varphi'=-q\sin qz$. The surface condition becomes

$$Dq\sin qL=h\cos qL.$$

If $\cos qL$ were zero, this equation would require $\sin qL=0$ as well, which is impossible because the squares of the two add to one. We may therefore divide by $\cos qL$. Multiplying also by $L/D$ gives

$$\boxed{\,qL\tan(qL)=\frac{hL}{D}\,}$$

Define $x=qL$ and $B=hL/D$, so that $x\tan x=B$. The number $B$ compares the diffusion time $L^2/D$ with the surface removal time $L/h$.

To count the roots, consider the interval $n\pi<x<n\pi+\pi/2$ with $n=0,1,2,\ldots$ There $\tan x>0$, and

$$\frac{d}{dx}(x\tan x)=\tan x+\frac{x}{\cos^2x}>0.$$

The left side of the mode condition rises from zero to infinity, and so equals $B$ once. In the remaining intervals, $n\pi+\pi/2<x<(n+1)\pi$, the tangent is negative and cannot give a positive $B$. At $x=n\pi$ the product is zero, and at $x=n\pi+\pi/2$ the cosine vanishes, which was excluded. There is one mode for each $n$, and no other.

A separate numerical calculation replaced the film by cells exchanging fluxes. For $B=0.1$, 2 and 50, its six lowest decay rates, extrapolated from 400 and 800 cells, agreed with $x_n^2$ in units of $D/L^2$. The largest relative difference was $2.4\times10^{-9}$.

## Orthogonality and normalization

Let $\varphi_m$ and $\varphi_n$ be different modes. Multiply the equation for each by the other, subtract and integrate:

$$(\lambda_m-\lambda_n)\int_0^L\varphi_m\varphi_n\,dz
=D\left[\varphi_m\varphi_n'-\varphi_m'\varphi_n\right]_0^L.$$

Both terms vanish at the substrate. At the surface $D\varphi'=-h\varphi$ for each mode, so the bracket gives $-h\varphi_m\varphi_n+h\varphi_m\varphi_n=0$. The rates differ, and the integral must vanish.

For equal modes, use $\cos^2qz=(1+\cos2qz)/2$:

$$N_n=\int_0^L\cos^2q_nz\,dz
=\frac L2+\frac{\sin2x_n}{4q_n}
=\frac L2\left(1+\frac{\sin x_n\cos x_n}{x_n}\right).$$

The mode condition says $\tan x_n=B/x_n$. Therefore

$$\cos^2x_n=\frac1{1+\tan^2x_n}=\frac{x_n^2}{x_n^2+B^2},\qquad
\sin^2x_n=\frac{B^2}{x_n^2+B^2}.$$

Also $\sin x_n\cos x_n/x_n=\tan x_n\cos^2x_n/x_n=B/(x_n^2+B^2)$, and

$$N_n=\frac L2\left(1+\frac{B}{x_n^2+B^2}\right).$$

To expand an arbitrary starting profile we need one theorem, used here without proof. The eigenfunctions of a regular Sturm–Liouville problem form a complete set for square-integrable functions. Ours is such a problem: the interval is finite, $D$ is positive and constant, and each end has one real linear condition.

## A uniform starting concentration

Let $c(z,0)=c_0$ and write $c/c_0=\sum_nA_n\cos(q_nz)e^{-Dq_n^2t}$. Multiplication by one mode at $t=0$, followed by integration, isolates its coefficient:

$$A_n=\frac1{N_n}\int_0^L\cos q_nz\,dz
=\frac{\sin x_n}{q_nN_n}
=\frac{2\sin x_n}{x_n+\sin x_n\cos x_n}.$$

The retained fraction $R$ is the mean of $c/c_0$ over the film. The mean of $\cos q_nz$ is $\sin x_n/x_n$, so

$$R(t)=\sum_nW_ne^{-Dq_n^2t},\qquad W_n=A_n\frac{\sin x_n}{x_n}.$$

Insert $A_n=\sin x_n/(q_nN_n)$ and the expressions for $N_n$ and $\sin^2x_n$:

$$W_n=\frac{2\sin^2x_n}{x_n^2\left[1+B/(x_n^2+B^2)\right]}
=\frac{2B^2}{x_n^2(x_n^2+B^2+B)}.$$

All weights are positive, and they add to one because $R(0)=1$.

The surface concentration contains the same modes in different proportions. Since $x_n\sin x_n=B\cos x_n$,

$$A_n\cos x_n=A_n\frac{x_n\sin x_n}{B}=\frac{x_n^2}{B}W_n.$$

The factor $x_n^2$ favours the higher modes. One mode may describe the total acid well while describing the surface badly.

## Weak evaporation

For small $B$ the lowest root is small. With $y=x_0^2$, the series of the tangent gives

$$x_0\tan x_0=y+\frac{y^2}{3}+\frac{2y^3}{15}+\cdots=B.$$

Try $y=B+\alpha B^2+\beta B^3+\cdots$. The terms in $B^2$ require $\alpha+1/3=0$. Those in $B^3$ require $\beta+2\alpha/3+2/15=0$. Thus $\alpha=-1/3$ and $\beta=2/9-2/15=4/45$:

$$x_0^2=B-\frac{B^2}{3}+\frac{4B^3}{45}+\cdots$$

The lifetime is $\tau_0=1/(Dq_0^2)=L^2/(Dx_0^2)$. Inverting the series,

$$\frac1{x_0^2}=\frac1B\left[1+\frac B3+\left(\frac19-\frac4{45}\right)B^2+\cdots\right]
=\frac1B+\frac13+\frac B{45}+\cdots$$

$$\tau_0=\frac Lh+\frac{L^2}{3D}+\cdots$$

The first term is the time in which a well-mixed film, losing acid through its surface, falls to $1/e$ of its initial content. The second is a diffusion resistance, and its factor of three has a direct origin. In slow evaporation, once the higher modes have died out, every layer loses acid at nearly the same rate. The flux then grows almost linearly with height, from zero to its surface value $J_s$. From $-Dc'=J_sz/L$ we get $c=c(0)-J_sz^2/(2DL)$. The mean of this profile is $c(0)-J_sL/(6D)$ and its surface value is $c(0)-J_sL/(2D)$. The mean thus exceeds the surface value $J_s/h$ by $J_sL/(3D)$. Dividing the acid per area, $L$ times the mean, by $J_s$ gives the two terms above.

The higher modes start near $x_n=n\pi$. Setting $x_n=n\pi+\epsilon$ gives $n\pi\epsilon\approx B$, and their weights are about $2B^2/(n\pi)^4$. A uniform film that evaporates weakly is almost entirely in its lowest mode.

## Strong evaporation

For large $B$, write $x_0=\pi/2-\delta$. The mode condition becomes $\tan\delta=x_0/B$, so $\delta\approx x_0/B$ and $x_0(1+1/B)\approx\pi/2$. Hence

$$x_0\approx\frac\pi2\frac{B}{1+B},\qquad
q_0\approx\frac{\pi}{2(L+D/h)}.$$

The neglected term $\delta^3/3$ makes the error in $x_0$ of order $B^{-3}$. The length $D/h$ has a geometrical meaning. At the surface $-c'=hc/D$, so the tangent to the profile reaches zero a distance $D/h$ outside the film. When $B$ is large, the slowest mode decays almost as though the film were thicker by this length and had a perfect sink at its new edge. A film that starts uniform at first loses acid at a higher relative rate than this, because the faster modes also take part. As $h$ grows without limit, $\tau_0$ tends to $4L^2/(\pi^2D)$. Faster evaporation then hardly shortens this lifetime, because diffusion controls it.

## How good is the sum of two resistances?

The estimate $\tau_{\rm est}=L/h+L^2/(3D)$ can be judged for every $B$. Since $1/B=\cot x_0/x_0$, its shortfall relative to the true lifetime is

$$s=1-\frac{\tau_{\rm est}}{\tau_0}
=1-x_0\cot x_0-\frac{x_0^2}{3}.$$

Use the partial-fraction expansion $x\cot x=1-2\sum_{k\ge1}x^2/(k^2\pi^2-x^2)$ and the sum $\sum_{k\ge1}1/k^2=\pi^2/6$. The latter lets us write $x^2/3=2\sum_{k\ge1}x^2/(k^2\pi^2)$. Subtraction gives

$$s=2\sum_{k=1}^{\infty}\frac{x_0^4}{k^2\pi^2(k^2\pi^2-x_0^2)}.$$

For $0<x_0<\pi/2$ every term is positive and grows with $x_0$. The estimate is therefore always too short, and its shortfall stays below the limit at $x_0=\pi/2$, which is $1-\pi^2/12$, or 17.75 %.

With $L=100$ nm and $D=10$ nm²/s held fixed, changing $h$ gives:

| $B$ | $x_0$ | $\tau_0$ (s) | $\tau_{\rm est}$ (s) |
|---|---|---|---|
| 0.02 | 0.1410 | 50334 | 50333 |
| 0.2 | 0.4328 | 5338 | 5333 |
| 2 | 1.0769 | 862 | 833 |
| 20 | 1.4961 | 447 | 383 |
| 200 | 1.5630 | 409 | 338 |

From $B=20$ to $B=200$ the surface velocity rises tenfold, but the lifetime falls by less than a tenth.

## A 60 s bake

Take $L=100$ nm, $D=10$ nm²/s, $h=0.20$ nm/s and a bake of 60 s at 383 K (about 110 °C). Then

$$B=\frac{0.20\times100}{10}=2.$$

The lowest root is $x_0=1.0769$, so $q_0=0.010769$ nm$^{-1}$ and

$$Dq_0^2=10\times(0.010769)^2=0.00116\ {\rm s}^{-1},\qquad \tau_0=862\ {\rm s}.$$

The next mode has $x_1=3.6436$ and a lifetime of 75 s. This is longer than the bake, so the second mode has not died out at 60 s. The contributions at that time, as percentages of $c_0$, are:

| $n$ | Retained acid | Surface concentration |
|---|---|---|
| 0 | 89.88 | 52.11 |
| 1 | 1.41 | 9.36 |
| 2 | 0.03 | 0.61 |
| 3 | 0.00 | 0.02 |

For the first entry, $W_0e^{-60/862.3}=0.9635\times0.933=0.899$. The sums over all modes are 91.3 % retained and a surface concentration of 62.1 %. Direct time integration with 200 cells gives the same retained fraction and concentrations at both faces to within 0.0003 percentage points.

The lowest mode alone gives the retained acid to 1.4 percentage points, but puts the surface at 52 % instead of 62 %. At the surface, the second term is still $9.36/52.11=0.18$ of the first. This ratio falls at the difference of the two rates, $1/75.33-1/862.3=0.0121$ s$^{-1}$. Reaching 0.01 would take a further $\ln(18)/0.0121\approx240$ s. The lifetime of 862 s is thus a property of a much longer bake, not a full description of this one.

The concentration at the substrate is still 99.9 % of its initial value. The diffusion length $\sqrt{2Dt}=34.6$ nm is about a third of the thickness, and the depletion has barely reached the bottom. A well-mixed film would retain $e^{-ht/L}=e^{-0.12}=88.7\,\%$. It loses more because it keeps its surface at the mean concentration, while the real solution has a depleted surface.

## Where the model fails

Some changes leave the modes intact. If acid is lost everywhere at the same first-order rate $k$, put $c=e^{-kt}u$. The terms in $k$ cancel, and $u$ obeys the original problem. Each decay rate becomes $Dq_n^2+k$, with the same $q_n$. If the gas holds a constant amount of acid, the surface flux is $h(c-c_g)$, where $c_g$ is the concentration in the film that would be in equilibrium with the gas. Then $c-c_g$ obeys the original problem.

Other changes do alter the modes. A leaking substrate shifts the cosine of the slowest mode, so that its maximum lies inside the film instead of at $z=0$. A diffusivity that depends on the progress of the reaction makes the problem nonlinear, and a sum of independent modes is then no longer a solution.

The following cases change one feature of the 60 s example at a time. Their strengths are rough choices. Both columns are percentages of the initial mean concentration, in the film concerned.

| Change | Retained | Surface |
|---|---|---|
| none | 91.3 | 62.1 |
| $D$ rises with reaction | 90.5 | 73.6 |
| film 10 % thinner | 90.4 | 62.1 |
| acid trapping | 81.0 | 55.1 |
| underlayer leak | 90.2 | 62.1 |
| nonuniform exposure | 91.0 | 61.4 |
| wafer warm-up | 92.3 | 63.8 |
| bake 1 K hotter | 90.7 | 61.1 |

In the second row, $D$ is multiplied by $3^{1-m}$, where the protected fraction $m$ starts at one and obeys $dm/dt=-(0.05\ {\rm s}^{-1})(c/c_0)m$. Trapping has $k=0.002$ s$^{-1}$, and trapped acid counts as lost. The thinner film has its reduced thickness throughout the bake. The leak has a velocity of 0.02 nm/s at the substrate. The nonuniform exposure is proportional to $e^{-a(L-z)}[1-0.3\cos(2\pi z/p)]$, with $a=0.001$ nm$^{-1}$ and $p=70$ nm.

For the last two rows, $D$ and $h$ share an activation energy of 1.0 eV. This keeps $B$ fixed and merely rescales time. The wafer approaches 383 K from 296 K with a time constant of 3 s, which makes the 60 s bake equivalent to 52.4 s at full temperature. One extra kelvin speeds both processes by 8.2 %.

Among these cases, trapping changes the retained acid most, by 10.3 percentage points. That exceeds the 8.7 points lost by evaporation in the original example. The growing diffusivity changes the surface most, by 11.5 points: acid from below replaces the evaporated acid more quickly, while the total loss rises only slightly.

A bake of about a minute near 100 °C and a thickness of about a hundred nanometres are realistic for a thin film of chemically amplified resist. Acid diffusivities vary widely with acid, polymer and temperature, so the value of $D$ here is only a rough representative. The value of $h$ is also assumed, and is not derived from the vapour pressure of a particular acid. A real resist may also contain base, which is used up as it neutralizes acid; a constant trapping rate does not describe this. Its polymer also changes during the bake. The table shows that acid loss inside the film and a changing diffusivity need not be small effects: the assumed trapping removes more acid than evaporation does, and the growing diffusivity undoes about 30 % of the depletion at the surface. The 91 % retained is therefore a result for the stated parameters, not a prediction for a particular resist. Near the edge of an exposed area, within a few diffusion lengths, sideways diffusion must be added. The remaining digits and mode coefficients are in the numerical output.

## Calculated quantities

```
film thickness L = 100 nm
diffusivity D = 10 nm^2/s
evaporation velocity h = 0.20 nm/s
bake: 60 s at 383 K
B = hL/D = 2.000 (no unit)
diffusion length sqrt(2Dt) = 34.6 nm
n, x_n, q_n (1/nm), lifetime (s), A_n, W_n:
0 1.07687 0.010769 862.32 1.17846 0.963536
1 3.64360 0.036436 75.33 -0.23672 0.031262
2 6.57833 0.065783 23.11 0.08485 0.003752
3 9.62956 0.096296 10.78 -0.04138 0.000874
slowest decay rate = 0.001160 1/s
slowest mode, surface/substrate = 0.4741
terms at end of bake: n, retained (%), surface (%)
0 89.877 52.113
1 1.410 9.356
2 0.028 0.605
3 0.000 0.016
acid retained, all modes = 91.32 %
surface concentration = 62.09 % of initial
substrate concentration = 99.87 % of initial
retained if well mixed = 88.69 %
surface resistance time L/h = 500.0 s
diffusion resistance time L^2/3D = 333.3 s
their sum = 833.3 s
perfect-sink lifetime = 405.3 s
limit of estimate shortfall = 17.75 %
B, x_0, lifetime (s), two-resistance estimate (s), D and L fixed:
0.02 0.14095 50333.8 50333.3
0.2 0.43284 5337.6 5333.3
2 1.07687 862.3 833.3
20 1.49613 446.7 383.3
200 1.56298 409.3 338.3
largest spectrum error = 2.4e-09 (relative)
mode sum minus time integration = 0.0002 % points
neglected effects: retained (%), surface (%)
D up to x3, deprotection 0.05 1/s: 90.49 73.58
film thinner by 10 % throughout: 90.35 62.09
trapping 0.002 1/s: 80.99 55.07
underlayer leak 0.02 nm/s: 90.16 62.08
absorption 0.001 1/nm, wave 0.3, period 70 nm: 90.97 61.41
warm-up 3 s from 296 K: 92.27 63.80
bake hotter by 1 K: 90.71 61.08
activation energy of D and h = 1.0 eV
effective bake time with warm-up = 52.39 s
speed gain per 1 K = 8.21 %
```
